# Rotating a nuclear spin: ladder operators, Wigner matrices and their periods, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the ladder operators to the rotation matrix

### 1. A nucleus in a field along y

A nucleus of spin $I$ has been prepared in a state with a definite spin component along $z$. A magnetic field parallel to the $y$ axis is then switched on for a short time. The magnetic moment precesses about $y$, and when the field is switched off the nucleus is in general no longer in a state of definite $z$ component. With what amplitude is each of the $2I+1$ possible values found? And when the moment has turned through a full $360^\circ$, is the spin state the same as before?

The magnetic moment is $\boldsymbol\mu=\gamma\hbar\mathbf I$, where $\gamma$ is the gyromagnetic ratio and $\mathbf I=(I_x,I_y,I_z)$ is the angular momentum divided by $\hbar$. The operators $I_x,I_y,I_z$ are therefore dimensionless. If the field has the component $B_y$ and no other interaction acts, the Hamiltonian is

$$
H=-\boldsymbol\mu\cdot\mathbf B=-\gamma\hbar B_y I_y .
$$

It is constant while the field is on, so the evolution operator for the duration $t$ is

$$
e^{-iHt/\hbar}=e^{\,i\gamma B_y t\,I_y}=e^{-i\beta I_y},
\qquad \beta=-\gamma B_y t .
$$

For positive $\gamma$, a positive $\beta$ requires a field pointing along $-y$. The strength of the field and its duration enter through their product alone, and from here on the angle $\beta$, in radians, replaces both.

Let $|m\rangle$ denote the normalized state with $I_z|m\rangle=m|m\rangle$. The amplitude for finding $m'$ after starting from $m$ is

$$
d_{m'm}(\beta)=\langle m'|e^{-i\beta I_y}|m\rangle .
$$

This is the Wigner small-$d$ matrix. The row is the final state and the column is the initial state. Rows and columns are ordered from $m=I$ at the top and left down to $m=-I$. The state is rotated while the axes stay fixed.

### 2. The ladder operators

The components of an angular momentum in units of $\hbar$ obey

$$
[I_x,I_y]=iI_z,\qquad [I_y,I_z]=iI_x,\qquad [I_z,I_x]=iI_y .
$$

These relations and the Hermiticity of the three operators are the whole input. Define

$$
I_\pm=I_x\pm iI_y ,\qquad (I_+)^\dagger=I_- .
$$

Their commutator with $I_z$ follows from $[I_z,I_y]=-iI_x$:

$$
[I_z,I_\pm]=iI_y\pm i(-iI_x)=iI_y\pm I_x=\pm I_\pm .
$$

Applied to an eigenstate of $I_z$ with eigenvalue $m$, this gives

$$
I_z I_\pm|m\rangle=(I_\pm I_z\pm I_\pm)|m\rangle=(m\pm1)\,I_\pm|m\rangle .
$$

So $I_\pm|m\rangle$ is either zero or an eigenstate with eigenvalue $m\pm1$. To find its length, the square $\mathbf I^2=I_x^2+I_y^2+I_z^2$ is needed. It commutes with $I_z$, because

$$
[I_x^2,I_z]=I_x(-iI_y)+(-iI_y)I_x,\qquad
[I_y^2,I_z]=I_y(iI_x)+(iI_x)I_y
$$

add up to zero. By cyclic exchange of the axes it commutes with $I_x$ and $I_y$ too, and hence with $I_\pm$. All states of one ladder therefore share one eigenvalue $\lambda$ of $\mathbf I^2$. The product of the two ladder operators is

$$
I_\mp I_\pm=(I_x\mp iI_y)(I_x\pm iI_y)=I_x^2+I_y^2\pm i[I_x,I_y]
=\mathbf I^2-I_z^2\mp I_z ,
$$

where $\pm i[I_x,I_y]=\pm i(iI_z)=\mp I_z$. The squared length is consequently

$$
\big\|I_\pm|m\rangle\big\|^2=\langle m|I_\mp I_\pm|m\rangle=\lambda-m(m\pm1)\ge0 .
$$

### 3. Why the ladder ends

Adding the two inequalities, one for each sign, gives $2\lambda-2m^2\ge0$, so $m^2\le\lambda$. The values of $m$ are bounded, and repeated raising must end at some largest value $j$ with $I_+|j\rangle=0$. The squared length then vanishes, which means $\lambda=j(j+1)$. Lowering step by step from $|j\rangle$ must likewise end at a smallest value $k$ with $\lambda=k(k-1)$. Equating the two expressions,

$$
0=j(j+1)-k(k-1)=(j+k)(j-k+1).
$$

The second factor is at least 1 because $j\ge k$. Hence $k=-j$. The distance from top to bottom, $j-k=2j$, is a number of unit steps, so $2j$ is a non-negative integer. This largest value is what is called the spin, $j=I$. The eigenvalue of $\mathbf I^2$ is $I(I+1)$, and there are $2I+1$ states.

The length of $I_\pm|m\rangle$ is now known, but its phase is not. Starting from $|I\rangle$, the phase of each lower state is chosen so that the coefficient of $I_-$ is non-negative. The coefficient of $I_+$ between the same two states is its complex conjugate and is then non-negative as well. The result is

$$
I_\pm|m\rangle=\sqrt{I(I+1)-m(m\pm1)}\;|m\pm1\rangle .
$$

A different choice of phases would leave all populations unchanged but could alter the signs, or even the reality, of the matrix elements below.

### 4. The matrices for the three spins

The operator $I_+$ has its nonzero elements just above the diagonal. Listed from the top, they are as follows.

- For $I=1/2$ the single step from $-1/2$ to $1/2$ has the coefficient $\sqrt{3/4+1/4}=1$.
- For $I=1$ the steps from $0$ to $1$ and from $-1$ to $0$ both have $\sqrt{2-0}=\sqrt2$.
- For $I=3/2$ the steps from $1/2$, $-1/2$ and $-3/2$ have $\sqrt{15/4-3/4}=\sqrt3$, $\sqrt{15/4+1/4}=2$ and $\sqrt{15/4-3/4}=\sqrt3$.

Since $I_-$ is the transpose of $I_+$, the Cartesian components follow from

$$
I_x=\tfrac12(I_++I_-),\qquad I_y=\tfrac1{2i}(I_+-I_-).
$$

The exponent of the rotation contains $-iI_y$. It is convenient to give this matrix a name:

$$
A=-iI_y=-\tfrac12(I_+-I_-)=\tfrac12(I_--I_+),\qquad d(\beta)=e^{\beta A}.
$$

Every element of $A$ is real. The elements above the diagonal are minus half the ladder coefficients, and those below are plus half:

$$
A^{(1/2)}=\frac12\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
A^{(1)}=\frac1{\sqrt2}\begin{pmatrix}0&-1&0\\1&0&-1\\0&1&0\end{pmatrix},
$$

$$
A^{(3/2)}=\frac12\begin{pmatrix}
0&-\sqrt3&0&0\\
\sqrt3&0&-2&0\\
0&2&0&-\sqrt3\\
0&0&\sqrt3&0\end{pmatrix}.
$$

Two properties of $d$ can be read off. A power series in a real matrix is real, so all amplitudes $d_{m'm}$ are real. Moreover $A^T=-A$, and therefore

$$
d(\beta)^T=e^{\beta A^T}=e^{-\beta A}=d(-\beta)=d(\beta)^{-1}.
$$

The matrix $d$ is orthogonal: the squares of the elements in each column add up to 1, as probabilities must. The same line shows the effect of the opposite convention, in which the operator is $e^{+i\beta I_y}$: the matrix is replaced by its transpose.

### 5. What the exponential does to the spin vector

Write $U=e^{-i\beta I_y}$ and consider the rotated operators

$$
F(\beta)=UI_zU^\dagger,\qquad G(\beta)=UI_xU^\dagger .
$$

Differentiating $U$ brings down $-iI_y$ on the left, and differentiating $U^\dagger$ brings down $+iI_y$ on the right. Both commute with $U$, so

$$
\frac{dF}{d\beta}=U\big(-i[I_y,I_z]\big)U^\dagger=U\big(-i\cdot iI_x\big)U^\dagger=G,
$$

$$
\frac{dG}{d\beta}=U\big(-i[I_y,I_x]\big)U^\dagger=U\big(-i\cdot(-iI_z)\big)U^\dagger=-F .
$$

Hence $F''=-F$ with $F(0)=I_z$ and $F'(0)=I_x$, and the solution is

$$
UI_zU^\dagger=I_z\cos\beta+I_x\sin\beta,\qquad
UI_xU^\dagger=I_x\cos\beta-I_z\sin\beta .
$$

For positive $\beta$ the $z$ axis is turned towards $x$. The state $U|m\rangle$ is an eigenstate of $UI_zU^\dagger$ with eigenvalue $m$, so after the rotation the spin has a definite component along the tilted direction.

Mean values in the rotated state need the opposite order, $U^\dagger I_zU$, which is obtained by replacing $\beta$ with $-\beta$:

$$
U^\dagger I_zU=I_z\cos\beta-I_x\sin\beta,\qquad
U^\dagger I_xU=I_x\cos\beta+I_z\sin\beta .
$$

The mean of $I_x$ in $|m\rangle$ is zero, since $I_\pm$ changes $m$. A spin that starts in $|m\rangle$ therefore ends with

$$
\langle I_z\rangle=m\cos\beta,\qquad \langle I_x\rangle=m\sin\beta .
$$

This is the classical picture of a turning vector, and it holds for every $I$. The mean vector returns after $\beta=2\pi$. It does not fix the individual amplitudes, and it is silent about an overall sign of the state.

### 6. Reducing the exponential series

The series for $e^{-i\beta I_y}$ contains all powers of $I_y$. It collapses because $I_y$ has few distinct eigenvalues.

The commutators keep their form under the cyclic exchange $x\to y\to z\to x$. Applying this exchange twice to the rotation formula for $I_z$ gives

$$
e^{-i\beta I_x}I_y\,e^{i\beta I_x}=I_y\cos\beta+I_z\sin\beta .
$$

At $\beta=\pi/2$ the right-hand side is $I_z$. The operators $I_y$ and $I_z$ are thus related by a unitary transformation and have the same eigenvalues, $I,I-1,\dots,-I$. This is what one expects physically, since no axis in space is preferred.

Consider now the subspace in which $I_y^2$ has the value $\mu^2$, with $\mu>0$. Even and odd powers of $I_y$ there are

$$
I_y^{2k}=\mu^{2k},\qquad I_y^{2k+1}=\mu^{2k}I_y=\mu^{2k+1}\,\frac{I_y}{\mu}.
$$

Since $(-i)^{2k}=(-1)^k$ and $(-i)^{2k+1}=-i(-1)^k$, the series separates into a cosine and a sine:

$$
e^{-i\beta I_y}=\cos(\mu\beta)-\frac{i}{\mu}I_y\sin(\mu\beta)
=\cos(\mu\beta)+\frac{A}{\mu}\sin(\mu\beta)
\qquad(I_y^2=\mu^2).
$$

In the subspace with $I_y^2=0$, a state $|v\rangle$ satisfies $\|I_y|v\rangle\|^2=\langle v|I_y^2|v\rangle=0$. Thus $I_y|v\rangle=0$, and the exponential is simply 1.

The full rotation matrix is obtained by projecting on each subspace and adding the pieces. The angles that can occur are $\mu\beta$, with $\mu$ running through the non-negative values of $m$.

### 7. Spin 1/2

For $I=1/2$ both eigenvalues $\pm1/2$ have the same square, so $I_y^2=1/4$ on the whole space and no projection is needed. With $\mu=1/2$ and the abbreviations

$$
c=\cos\frac\beta2,\qquad s=\sin\frac\beta2 ,
$$

the formula of the preceding part gives

$$
d^{(1/2)}(\beta)=c+2sA^{(1/2)}=\begin{pmatrix}c&-s\\ s&c\end{pmatrix}.
$$

A spin that starts in $m=1/2$ is found in $m=1/2$ with probability $c^2$ and in $m=-1/2$ with probability $s^2$. Its mean $z$ component is $\tfrac12(c^2-s^2)=\tfrac12\cos\beta$, in agreement with the turning vector. At $\beta=\pi$ the two states are exchanged, one of them with a minus sign.

The half angle has a plain origin. The state acquires phases $e^{\mp i\beta/2}$ because the eigenvalues of $I_y$ are $\pm1/2$. Mean values contain products of an amplitude with a conjugate amplitude, and in such a product the phases combine to the difference $\beta$. The amplitudes thus vary with $\beta/2$ where the mean vector varies with $\beta$.

## Second half: higher spins, a worked rotation and the periods

### 8. Symbols and results carried over

The states $|m\rangle$ are ordered from $m=I$ down to $m=-I$. The rotation matrix is $d(\beta)=e^{-i\beta I_y}=e^{\beta A}$, where $A=-iI_y$ is real and antisymmetric, and $c=\cos(\beta/2)$, $s=\sin(\beta/2)$. The eigenvalues of $I_y$ are $I,\dots,-I$. Where $I_y^2=\mu^2>0$, the exponential equals $\cos(\mu\beta)+(A/\mu)\sin(\mu\beta)$; where $I_y^2=0$ it equals 1. A spin starting in $|m\rangle$ ends with $\langle I_z\rangle=m\cos\beta$ and $\langle I_x\rangle=m\sin\beta$. For spin 1/2 the rows of $d$ are $(c,-s)$ and $(s,c)$.

### 9. Spin 1

The eigenvalues of $I_y$ are $1,0,-1$, so $I_y^2$ is either 1 or 0. It is its own projector on the subspace with $\mu=1$, and $1-I_y^2$ projects on the rest. Adding the two pieces,

$$
d^{(1)}=(1-I_y^2)+I_y^2\,(\cos\beta+A\sin\beta).
$$

Each eigenvalue satisfies $m^3=m$, so $I_y^3=I_y$ and $I_y^2A=A$. With $I_y^2=-A^2$ this becomes

$$
d^{(1)}=1+A\sin\beta+(1-\cos\beta)A^2 .
$$

Squaring the matrix $A^{(1)}$ gives

$$
A^2=\frac12\begin{pmatrix}-1&0&1\\0&-2&0\\1&0&-1\end{pmatrix}.
$$

The upper left element of $d$ is $1-\tfrac12(1-\cos\beta)=\tfrac12(1+\cos\beta)=c^2$. The corner elements are $\tfrac12(1-\cos\beta)=s^2$, and the central one is $1-(1-\cos\beta)=\cos\beta$. The elements next to the diagonal come from $A$ alone. Altogether,

$$
d^{(1)}(\beta)=\begin{pmatrix}
c^2&-\frac{\sin\beta}{\sqrt2}&s^2\\
\frac{\sin\beta}{\sqrt2}&\cos\beta&-\frac{\sin\beta}{\sqrt2}\\
s^2&\frac{\sin\beta}{\sqrt2}&c^2
\end{pmatrix}.
$$

At $\beta=\pi/2$ the central element vanishes. A spin 1 that starts in $m=0$ is then found in $m=1$ or $m=-1$ with equal probability, although its mean vector is zero before and after. Here the amplitudes carry information that the turning vector lacks.

The ladder operators have given the rotation matrices for spin 1/2 and spin 1 in closed form, and the mean spin vector for every $I$. Still to come are the matrix for spin 3/2, a worked rotation by $60^\circ$, the periods and the sign after a full turn, and the conditions under which the result fails.
